# Area Loss of Simple Closed Curves Moving by Curvature: a program that tests the result

```python
"""
Result under test: a simple closed plane curve whose inward normal speed is
M*kappa loses enclosed area at the constant rate 2*pi*M and vanishes at
T = A0/(2*pi*M). For an immersed curve of turning number n the SIGNED area
changes at -2*pi*n*M.
Symbols: z = x + i*y curve points, u parameter in [0, 2*pi), kappa signed
curvature, A area, L length, theta angle of the outward normal, h support
function, M reduced mobility (length^2/time). Tests use M = 1.
Independent roads: Fourier front tracking and a level-set grid calculation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

N = 128
u = 2*np.pi*np.arange(N)/N
k = np.fft.fftfreq(N, 1/N)
k_odd = np.where(np.abs(k) == N//2, 0, k)


def derivatives(z):
    f = np.fft.fft(z)
    return np.fft.ifft(1j*k_odd*f), np.fft.ifft(-k**2*f)


def area(z):
    zu, _ = derivatives(z)
    return np.pi*np.mean((np.conj(z)*zu).imag)


def length(z):
    return 2*np.pi*np.mean(np.abs(derivatives(z)[0]))


def curvature(z):
    zu, zuu = derivatives(z)
    return (np.conj(zu)*zuu).imag/np.abs(zu)**3


def arc_integral(z, values):
    return 2*np.pi*np.mean(values*np.abs(derivatives(z)[0]))


def velocity(z, mobility, push):
    """Normal part is mobility*kappa inward plus push outward."""
    zu, zuu = derivatives(z)
    v = zuu/np.abs(zu)**2
    if mobility is not None:
        v = v*mobility(np.angle(-1j*zu))
    return v - 1j*push*zu/np.abs(zu)


def evolve(z, duration, mobility=None, push=0.0):
    """Fourth-order Runge-Kutta with a step inside the stability limit."""
    t = 0.0
    while duration - t > 1e-14:
        speed2 = np.min(np.abs(derivatives(z)[0])**2)
        dt = min(1.5*speed2/(N/2)**2, duration - t)
        a = velocity(z, mobility, push)
        b = velocity(z + dt*a/2, mobility, push)
        c = velocity(z + dt*b/2, mobility, push)
        d = velocity(z + dt*c, mobility, push)
        z = z + dt*(a + 2*b + 2*c + d)/6
        t += dt
    return z


def interpolate(z, s):
    """Curve and its first two parameter derivatives at any parameters s."""
    f = np.fft.fft(z)/N
    e = np.exp(1j*np.outer(np.atleast_1d(s), k_odd))
    return e @ f, e @ (1j*k_odd*f), e @ (-k_odd**2*f)


def radius(angle):
    return 1 + 0.25*np.cos(3*angle) + 0.1*np.sin(2*angle)


# ---- simple non-convex curve followed through most of its life ----
island = radius(u)*np.exp(1j*u)
A0, L0 = area(island), length(island)
T = A0/(2*np.pi)
turning = arc_integral(island, curvature(island))
absolute_turning = arc_integral(island, np.abs(curvature(island)))
assert abs(turning - 2*np.pi) < 1e-6
assert absolute_turning > 2*np.pi + 0.1

fractions = [0.0, 0.1, 0.25, 0.5, 0.75, 0.95]
history = [island]
for f0, f1 in zip(fractions[:-1], fractions[1:]):
    history.append(evolve(history[-1], (f1 - f0)*T))
rates = [(area(b) - area(a))/((f1 - f0)*T) for a, b, f0, f1 in
         zip(history[:-1], history[1:], fractions[:-1], fractions[1:])]
assert max(abs(r + 2*np.pi) for r in rates) < 1e-5
ratios = [length(z)**2/(4*np.pi*area(z)) for z in history]
assert curvature(history[0]).min() < 0 < curvature(history[-1]).min()
assert ratios[-1] < 1.01

# ---- length law and constant outward speed, by central differences ----
delta = 2e-4
mid = evolve(island, delta)
late = evolve(mid, delta)
length_rate = (length(late) - L0)/(2*delta)
length_formula = -arc_integral(mid, curvature(mid)**2)
assert abs(length_rate/length_formula - 1) < 1e-3
push = 0.5
mid = evolve(island, delta, push=push)
late = evolve(mid, delta, push=push)
push_rate = (area(late) - A0)/(2*delta)
push_formula = -2*np.pi + push*length(mid)
assert abs(push_rate - push_formula) < 1e-3


# ---- direction-dependent mobility ----
def anisotropic(theta):
    return np.exp(0.3*np.cos(3*theta))


first = evolve(island, 0.03, mobility=anisotropic)
second = evolve(first, 0.03, mobility=anisotropic)
aniso_rates = [(area(first) - A0)/0.03, (area(second) - area(first))/0.03]
aniso_formula = -quad(anisotropic, 0, 2*np.pi)[0]
assert max(abs(r - aniso_formula) for r in aniso_rates) < 1e-3

# ---- convex curve: evolution at fixed normal angle, and the bound ----
ellipse = 1.5*np.cos(u) + 0.8j*np.sin(u)
states = [ellipse, evolve(ellipse, delta)]
states.append(evolve(states[1], delta))
assert area(ellipse)/length(ellipse) <= 0.8


def at_normal_angle(z, theta):
    def mismatch(s):
        return (-1j*interpolate(z, s)[1][0]*np.exp(-1j*theta)).imag
    s = brentq(mismatch, 0.0, 1.5, xtol=1e-13)
    p, pu, puu = (w[0] for w in interpolate(z, s))
    kap = (np.conj(pu)*puu).imag/abs(pu)**3
    return kap, (p*np.exp(-1j*theta)).real


angle, step = 0.7, 0.003
k_early, h_early = at_normal_angle(states[0], angle)
k_mid, h_mid = at_normal_angle(states[1], angle)
k_late, h_late = at_normal_angle(states[2], angle)
k_second = (at_normal_angle(states[1], angle + step)[0] - 2*k_mid
            + at_normal_angle(states[1], angle - step)[0])/step**2
kappa_rate = (k_late - k_early)/(2*delta)
kappa_formula = k_mid**2*(k_second + k_mid)
assert abs(kappa_rate - kappa_formula) < 1e-3*max(1, abs(kappa_formula))
assert abs((h_late - h_early)/(2*delta) + k_mid) < 1e-4

c_disc = 0.3


def maximum_q(z):
    zu, _ = derivatives(z)
    support = (np.conj(z)*(-1j*zu/np.abs(zu))).real
    q = curvature(z)/(support - c_disc)
    i = np.argmax(q)
    return q[i], curvature(z)[i]


q_rate = (maximum_q(states[2])[0] - maximum_q(states[0])[0])/(2*delta)
q_mid, kappa_at_max = maximum_q(states[1])
q_bound = q_mid**2*(2 - c_disc*kappa_at_max)
assert q_rate <= q_bound

# ---- curves that cross themselves ----
double = np.exp(2j*u) + 0.6*np.exp(1j*u)
double_rate = (area(evolve(double, 0.05)) - area(double))/0.05
assert abs(double_rate + 4*np.pi) < 1e-4
eight = np.cos(u) + 1j*np.sin(u)*(np.cos(u) + 0.15)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(60)


def right_lobe(z):
    """Area and interior crossing angle of the counterclockwise lobe."""
    s = brentq(lambda v: interpolate(z, v)[0][0].imag, 0.5, 2.6, xtol=1e-13)
    p, pu, _ = interpolate(z, s*gauss_x)
    lobe = 0.5*s*np.sum(gauss_w*(np.conj(p)*pu).imag)
    tangent = interpolate(z, s)[1][0]
    return lobe, 2*np.arctan2(abs(tangent.imag), abs(tangent.real))


lobe_data = []
for start in (0.005, 0.03):
    a = evolve(eight, start - delta)
    b = evolve(a, delta)
    c = evolve(b, delta)
    lobe_rate = (right_lobe(c)[0] - right_lobe(a)[0])/(2*delta)
    alpha = right_lobe(b)[1]
    assert abs(lobe_rate + np.pi + alpha) < 1e-3
    total = 2*right_lobe(b)[0] - area(b)
    total_rate = (2*right_lobe(c)[0] - area(c)
                  - 2*right_lobe(a)[0] + area(a))/(2*delta)
    lobe_data.append((start, alpha, lobe_rate, total, total_rate))
signed_start, signed_end = area(eight), area(c)
assert abs(signed_end - signed_start) < 1e-5
assert abs(lobe_data[0][4] - lobe_data[1][4]) > 0.02

# ---- level-set calculation of the same non-convex curve ----
axis = np.linspace(-1.6, 1.6, 111)
dx = axis[1] - axis[0]
X, Y = np.meshgrid(axis, axis, indexing="ij")
fine = np.linspace(0, 2*np.pi, 4000, endpoint=False)
tree = cKDTree(np.c_[radius(fine)*np.cos(fine), radius(fine)*np.sin(fine)])
phi = tree.query(np.c_[X.ravel(), Y.ravel()])[0].reshape(X.shape)
phi = np.where(np.hypot(X, Y) < radius(np.arctan2(Y, X)), -phi, phi)
dt_grid, t_grid, samples = 0.25*dx**2, 0.0, []
while phi.min() < 0 and t_grid < 2*T:
    p = np.pad(phi, 1, mode="edge")
    px = (p[2:, 1:-1] - p[:-2, 1:-1])/(2*dx)
    py = (p[1:-1, 2:] - p[1:-1, :-2])/(2*dx)
    pxx = (p[2:, 1:-1] - 2*phi + p[:-2, 1:-1])/dx**2
    pyy = (p[1:-1, 2:] - 2*phi + p[1:-1, :-2])/dx**2
    pxy = (p[2:, 2:] - p[2:, :-2] - p[:-2, 2:] + p[:-2, :-2])/(4*dx**2)
    g2 = px**2 + py**2
    if len(samples) < 2 and t_grid >= (0.1*T, 0.7*T)[len(samples)]:
        inside = np.clip(0.5 - phi/(dx*np.sqrt(g2 + 1e-20)), 0, 1)
        samples.append((t_grid, inside.sum()*dx**2))
    # Half the Laplacian is the correct limit at a round minimum of phi.
    top = pxx*py**2 - 2*px*py*pxy + pyy*px**2 + dx**2*(pxx + pyy)/2
    phi = phi + dt_grid*top/(g2 + dx**2)
    t_grid += dt_grid
grid_rate = (samples[1][1] - samples[0][1])/(samples[1][0] - samples[0][0])
# Three per cent allows for the finite grid spacing.
assert abs(grid_rate/(-2*np.pi) - 1) < 0.03
assert abs(t_grid/T - 1) < 0.03

# ---- worked example: enclosed columnar grain in a copper film ----
R = 200.0            # nm, size scale
M = 1000.0           # nm^2/s, reduced mobility
film = 500.0         # nm, thickness
gb, surf = 0.6, 1.7  # J/m^2, boundary and surface energies
d_surf = 0.05        # J/m^2, surface-energy difference per surface
temp, barrier = 673.0, 1.0   # K, eV
atom = 0.012         # nm^3, volume per atom
width_radius = 5.0   # nm, radius near which a sharp boundary is doubtful
kT = constants.k*temp
capillary = gb/(R*1e-9)
surface_pressure = 2*d_surf/(film*1e-9)
groove_pressure = gb**2/(surf*film*1e-9)


def relative_change(pressure):
    return pressure*L0*R*1e-9/(2*np.pi*gb)


warm = np.exp(barrier*constants.e/constants.k*(1/temp - 1/(temp + 10))) - 1

print("TESTS, dimensionless, M = 1")
print(f"integral of kappa ds, non-convex curve: {turning:.8f}")
print(f"integral of |kappa| ds, same curve: {absolute_turning:.4f}")
print(f"2*pi: {2*np.pi:.8f}")
print(f"area rates, front tracking: {min(rates):.8f} to {max(rates):.8f}")
print(f"area rate, level set: {grid_rate:.4f}")
print(f"vanishing time, level set: {t_grid:.4f}; A0/(2 pi): {T:.4f}")
print(f"length rate: {length_rate:.4f}; formula: {length_formula:.4f}")
print(f"outward speed {push}: area rate {push_rate:.5f}; "
      f"formula {push_formula:.5f}")
print(f"anisotropic area rates: {aniso_rates[0]:.5f}, {aniso_rates[1]:.5f}; "
      f"formula {aniso_formula:.5f}")
print(f"ellipse, kappa rate at theta = {angle} rad: {kappa_rate:.5f}; "
      f"formula {kappa_formula:.5f}")
print(f"ellipse, rate of maximum q: {q_rate:.3f}; upper bound {q_bound:.3f}")
print(f"turning number 2, signed-area rate: {double_rate:.6f}")
print(f"figure eight, signed area: {signed_start:.6f} -> {signed_end:.6f}")
for start, alpha, lobe_rate, total, total_rate in lobe_data:
    print(f"figure eight t={start}: alpha {alpha:.4f} rad, lobe rate "
          f"{lobe_rate:.4f}, total area {total:.4f}, rate {total_rate:.4f}")
print("EXAMPLE, rough copper-film values")
print(f"size scale: {R:.0f} nm; film thickness: {film:.0f} nm")
print(f"reduced mobility: {M:.0f} nm^2/s; temperature: {temp:.0f} K")
print(f"boundary energy: {gb} J/m^2; surface energy: {surf} J/m^2")
print("outline r/R = 1 + 0.25 cos(3 angle) + 0.1 sin(2 angle)")
print(f"initial area: {A0*R**2:.0f} nm^2; perimeter: {L0*R:.1f} nm")
print(f"area loss rate 2 pi M: {2*np.pi*M:.1f} nm^2/s")
print(f"predicted lifetime: {T*R**2/M:.3f} s")
print(f"lifetime of a circle of radius {R:.0f} nm: {R**2/(2*M):.3f} s")
print("time s | area nm^2 | perimeter nm | min kappa 1/nm | L^2/(4 pi A)")
for f, z, ratio in zip(fractions, history, ratios):
    print(f"{f*T*R**2/M:7.3f} | {area(z)*R**2:9.1f} | {length(z)*R:7.1f} | "
          f"{curvature(z).min()/R:9.5f} | {ratio:.5f}")
print("NEGLECTED EFFECTS")
print(f"capillary pressure gb/R: {capillary/1e6:.3f} MPa")
print(f"surface-energy difference: {d_surf} J/m^2 per surface, pressure "
      f"{surface_pressure/1e6:.3f} MPa")
print(f"its change of initial area rate: "
      f"{100*relative_change(surface_pressure):.1f} %")
print(f"groove drag, upper scale: {groove_pressure/1e6:.3f} MPa")
print(f"its change of initial area rate, upper scale: "
      f"{100*relative_change(groove_pressure):.1f} %")
print(f"anisotropy factor range: {np.exp(-0.3):.3f} to {np.exp(0.3):.3f}; "
      f"rate change {100*(-aniso_formula/(2*np.pi) - 1):.2f} %")
print(f"10 K hotter, barrier {barrier} eV: mobility change {100*warm:.1f} %")
print(f"volume per atom: {atom} nm^3; driving energy per atom / kT: "
      f"{capillary*atom*1e-27/kT:.5f}")
print(f"time left at radius {width_radius:.0f} nm: "
      f"{width_radius**2/(2*M):.4f} s")
print("all tests passed")
```

It prints:

```
TESTS, dimensionless, M = 1
integral of kappa ds, non-convex curve: 6.28318531
integral of |kappa| ds, same curve: 10.0475
2*pi: 6.28318531
area rates, front tracking: -6.28318531 to -6.28318531
area rate, level set: -6.2772
vanishing time, level set: 0.5183; A0/(2 pi): 0.5181
length rate: -17.7949; formula: -17.7937
outward speed 0.5: area rate -2.71002; formula -2.71002
anisotropic area rates: -6.42535, -6.42535; formula -6.42535
ellipse, kappa rate at theta = 0.7 rad: 3.22595; formula 3.22598
ellipse, rate of maximum q: -8.299; upper bound 4.942
turning number 2, signed-area rate: -12.566371
figure eight, signed area: 0.471239 -> 0.471239
figure eight t=0.005: alpha 1.5507 rad, lobe rate -4.6923, total area 1.3313, rate -9.3846
figure eight t=0.03: alpha 1.4937 rad, lobe rate -4.6353, total area 1.0980, rate -9.2706
EXAMPLE, rough copper-film values
size scale: 200 nm; film thickness: 500 nm
reduced mobility: 1000 nm^2/s; temperature: 673 K
boundary energy: 0.6 J/m^2; surface energy: 1.7 J/m^2
outline r/R = 1 + 0.25 cos(3 angle) + 0.1 sin(2 angle)
initial area: 130219 nm^2; perimeter: 1429.9 nm
area loss rate 2 pi M: 6283.2 nm^2/s
predicted lifetime: 20.725 s
lifetime of a circle of radius 200 nm: 20.000 s
time s | area nm^2 | perimeter nm | min kappa 1/nm | L^2/(4 pi A)
  0.000 |  130219.0 |  1429.9 |  -0.02174 | 1.24939
  2.073 |  117197.1 |  1289.1 |  -0.00321 | 1.12828
  5.181 |   97664.3 |  1132.0 |   0.00074 | 1.04405
 10.363 |   65109.5 |   907.4 |   0.00476 | 1.00635
 15.544 |   32554.8 |   639.9 |   0.00893 | 1.00107
 19.689 |    6511.0 |   286.0 |   0.02162 | 1.00004
NEGLECTED EFFECTS
capillary pressure gb/R: 3.000 MPa
surface-energy difference: 0.05 J/m^2 per surface, pressure 0.200 MPa
its change of initial area rate: 7.6 %
groove drag, upper scale: 0.424 MPa
its change of initial area rate, upper scale: 16.1 %
anisotropy factor range: 0.741 to 1.350; rate change 2.26 %
10 K hotter, barrier 1.0 eV: mobility change 28.7 %
volume per atom: 0.012 nm^3; driving energy per atom / kT: 0.00387
time left at radius 5 nm: 0.0125 s
all tests passed
```
